# Seebeck Coefficient of a Tunnel Junction from Its Transmission Slope

**Problem.** Electrons cross a magnetic tunnel junction elastically. At the Fermi energy $\mu$, the natural logarithm of the total transmission $\tau(E)$ rises with energy at the rate

$$a=\left.\frac{d\ln\tau}{dE}\right|_{\mu}=2\ \text{per eV}.$$

Use the Mott approximation to find the Seebeck coefficient at $T=300$ K, with its sign. Then state what $\tau(E)$ must satisfy for the answer to hold, and examine the result for a thin oxide barrier between ferromagnets.

Here $\tau$ is summed over spin and transverse modes, $e>0$, and the Seebeck coefficient is defined at open circuit by

$$S=-\frac{V_{\rm hot}-V_{\rm cold}}{T_{\rm hot}-T_{\rm cold}} .$$

## A tempting solution

Write $\varepsilon=E-\mu$. Thermal transport takes place within about $k_BT$ of the Fermi energy, so let one group of electrons at $\varepsilon=+k_BT$ and an equal group at $\varepsilon=-k_BT$ stand for all of them. With $\tau\propto e^{a\varepsilon}$, the mean energy of the transmitted electrons is

$$\langle\varepsilon\rangle=k_BT\,\frac{e^{ak_BT}-e^{-ak_BT}}{e^{ak_BT}+e^{-ak_BT}}=k_BT\tanh(ak_BT)\approx a(k_BT)^2 .$$

The last step uses $ak_BT=2\times0.025852=0.0517\ll1$. The Seebeck coefficient is minus this mean energy divided by $eT$:

$$S=-\frac{\langle\varepsilon\rangle}{eT}=-\frac{k_B}{e}\,(ak_BT)=-86.17\times0.0517=-4.46\ \mu\text{V/K}.$$

## Where it fails

The relation $S=-\langle\varepsilon\rangle/(eT)$ is correct and is derived below. So are the sign and the proportionality to $aT$. The fault is the choice of two energies at $\pm k_BT$. For a weak slope, the mean energy is $a$ times the mean square of $\varepsilon$ over the thermal window. The two-energy picture sets that mean square to $(k_BT)^2$, but the window has long tails, and the square gives them weight. The mean square has to be calculated.

## Solution

**Open-circuit condition.** The particle current from the hot to the cold electrode is

$$J=\frac1h\int\tau(E)\,[f_{\rm hot}(E)-f_{\rm cold}(E)]\,dE,\qquad f=\frac{1}{e^{u}+1},\quad u=\frac{E-\mu}{k_BT}.$$

Let the electrodes differ by small amounts $\Delta\mu$ and $\Delta T$, hot minus cold. Then

$$\delta u=-\frac{\Delta\mu}{k_BT}-\frac{(E-\mu)\,\Delta T}{k_BT^2}.$$

Since $\partial f/\partial E=(1/k_BT)\,df/du$, the difference of occupations is

$$f_{\rm hot}-f_{\rm cold}=\left(-\frac{\partial f}{\partial E}\right)\left[\Delta\mu+\varepsilon\,\frac{\Delta T}{T}\right].$$

Define

$$L_n=\int\tau\,\varepsilon^n\left(-\frac{\partial f}{\partial E}\right)dE .$$

Setting $J=0$ gives $L_0\Delta\mu+L_1\Delta T/T=0$, so $\Delta\mu=-L_1\Delta T/(TL_0)$. A voltmeter reads differences of electrochemical potential, $V_{\rm hot}-V_{\rm cold}=-\Delta\mu/e$. Therefore

$$S=\frac{\Delta\mu}{e\,\Delta T}=-\frac{1}{eT}\frac{L_1}{L_0}.$$

The ratio $L_1/L_0$ is the mean $\langle\varepsilon\rangle$, weighted by transmission and by the thermal window $-\partial f/\partial E$.

**Mean square of the window.** The window is even in $\varepsilon$ and has unit area. With $x=\varepsilon/k_BT$, its second moment is

$$M_2=(k_BT)^2\,2\int_0^\infty x^2\left(-\frac{d}{dx}\frac{1}{e^x+1}\right)dx=(k_BT)^2\,4\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The integration by parts leaves no boundary term, because $x^2/(e^x+1)$ vanishes at both ends. Expand $1/(e^x+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$ and use $\int_0^\infty xe^{-nx}dx=1/n^2$. The alternating sum is the full sum $\pi^2/6$ minus twice its even terms, which add up to $\frac14\cdot\frac{\pi^2}{6}$:

$$\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6}-\frac{2}{4}\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12},\qquad M_2=\frac{\pi^2}{3}(k_BT)^2 .$$

The root-mean-square energy is thus about $1.81\,k_BT$, not $k_BT$. The tempting solution is too small by the factor $\pi^2/3=3.29$.

**Mott formula.** To first order, $\tau=\tau(\mu)(1+a\varepsilon)$. Odd moments vanish, so $L_0=\tau(\mu)$ and $L_1=\tau(\mu)\,aM_2$. Hence

$$S=-\frac{\pi^2}{3}\frac{k_B^2T}{e}\,a .$$

In SI units $a$ is 2 per eV divided by the number of joules in an electronvolt. Grouping the constants as $(k_B/e)(ak_BT)$ makes the second factor dimensionless:

$$S=-3.290\times86.17\ \mu\text{V/K}\times0.0517=-14.7\ \mu\text{V/K}.$$

The magnitude is close to $15\ \mu$V/K; a slope of 2.05 per eV would give that value. The sign is negative because electrons above $\mu$, which are in excess on the hot side, cross more easily than those below. Electrons collect on the cold side and leave the hot side at the higher voltage. Had the slope been quoted for the decimal logarithm, $a$ would be larger by the factor $\ln10$ and the magnitude would be $33.8\ \mu$V/K.

## When one slope is enough

Let $t_n$ be the $n$th derivative of $\tau$ at $\mu$ divided by $\tau(\mu)$, so that $t_1=a$. Keeping the next terms of the expansion,

$$\frac{L_1}{L_0}=\frac{aM_2+t_3M_4/6}{1+t_2M_2/2}.$$

The fourth moment follows by the same steps as the second:

$$M_4=(k_BT)^4\,8\int_0^\infty\frac{x^3dx}{e^x+1}=(k_BT)^4\,48\sum_{n\ge1}\frac{(-1)^{n+1}}{n^4}=\frac{7\pi^4}{15}(k_BT)^4,$$

where the alternating sum is $\frac78\cdot\frac{\pi^4}{90}$. Expanding the denominator and using $M_4/(6M_2)=\frac{7\pi^2}{30}(k_BT)^2$,

$$\frac{S}{S_{\rm Mott}}\approx1+\frac{7\pi^2}{30}(k_BT)^2\,\frac{t_3}{a}-\frac{\pi^2}{6}(k_BT)^2\,t_2 .$$

For $\tau\propto e^{a\varepsilon}$ one has $t_2=t_3/a=a^2$, and the correction is $\pi^2(ak_BT)^2/15=0.18\,\%$. Numerical integration of $L_1/L_0$ gives the same excess.

The correction need not be small. Consider

$$\tau=\tau(\mu)\left[1+a\Gamma\tanh(\varepsilon/\Gamma)\right],\qquad a\Gamma<1,$$

which has logarithmic slope $a$ at $\mu$ for every width $\Gamma$. The tanh is odd, so $L_0=\tau(\mu)$ still holds. In $L_1$, however, $a\varepsilon$ is replaced by $a\Gamma\tanh(\varepsilon/\Gamma)$, which is smaller in magnitude at every $\varepsilon\neq0$. The Mott formula then overestimates $|S|$. At 300 K, integration gives $S/S_{\rm Mott}=0.365$ for $\Gamma=0.025$ eV and $0.982$ for $\Gamma=0.4$ eV. It is therefore sufficient that, within several $k_BT$ of $\mu$, the departure of $\tau$ from its tangent at $\mu$ be small compared with the linear change $\tau(\mu)\,a|\varepsilon|$, and that farther away the departure from the tangent, weighted by $|\varepsilon|$ and the thermal window, contribute little to $L_1$ compared with $\tau(\mu)\,|a|M_2$. A narrow resonance near $\mu$ can violate the first condition. In a tunnel barrier, where $\tau(\mu)$ is tiny, a strongly transmitting resonance a few tenths of an electronvolt above or below $\mu$ can violate the second. A loss of transmission can violate it too: if $\tau=\tau(\mu)(1+a\varepsilon)$ holds exactly down to a band edge $5k_BT$ below $\mu$ and $\tau$ vanishes beneath it, $|S|$ at 300 K exceeds the Mott magnitude by 17 % for $a=2$ per eV and by 88 % for $a=0.5$ per eV; with the edge at $8k_BT$ the excesses are 1 % and 6 %.

## A barrier with this slope

For a rectangular barrier of thickness $d$, height $\phi$ above $\mu$ and electron mass $m_b$, the leading exponential is

$$\ln\tau=-2\kappa d,\qquad\kappa=\frac{\sqrt{2m_b(\phi-\varepsilon)}}{\hbar}.$$

At $\varepsilon=0$, where $\kappa=\kappa_0$, the derivative is $d\kappa/d\varepsilon=-\kappa_0/(2\phi)$, and so

$$a=\frac{\kappa_0d}{\phi}.$$

Take $\phi=3$ eV and $m_b=0.4\,m_e$, rough values for magnesium oxide. Then $\kappa_0=5.61$ nm$^{-1}$. A slope of 2 per eV requires $\kappa_0d=6$, hence $d=6/5.61=1.07$ nm.

The full integral with this barrier gives $-14.70\ \mu$V/K, which is $0.31\,\%$ above the Mott magnitude, as the next-order formula predicts. For electrodes at 305 and 295 K, solving $J=0$ with the complete Fermi functions gives $V_{\rm hot}-V_{\rm cold}=147\ \mu$V. Division by 10 K again gives $-14.70\ \mu$V/K, so linear response is adequate here. With the barrier unchanged, the Mott value at 400 K is $-19.5\ \mu$V/K and the full integral gives $-19.7\ \mu$V/K.

**Transverse momentum.** The exponential above describes normal incidence. If the transverse wavevector $q$ is conserved and the barrier mass is isotropic, then $\kappa^2=\kappa_0^2+q^2$, where $\kappa_0$ now denotes the normal-incidence value at energy $\varepsilon$. Using $q\,dq=\kappa\,d\kappa$, and letting $q$ run to infinity,

$$\int_0^\infty2q\,e^{-2\kappa d}dq=2\int_{\kappa_0}^\infty\kappa\,e^{-2\kappa d}d\kappa=e^{-2\kappa_0d}\left(\frac{\kappa_0}{d}+\frac{1}{2d^2}\right).$$

The logarithmic derivative of the bracket is $(d\kappa_0/d\varepsilon)/(\kappa_0+1/2d)$, which is negative. The slope becomes

$$a_\perp=a-\frac{1}{2\phi}\,\frac{2\kappa_0d}{2\kappa_0d+1}=2-\frac16\cdot\frac{12}{13}=1.85\ \text{per eV},$$

and the Mott value falls in magnitude to $13.5\ \mu$V/K.

**Interfaces and spin.** The electrodes also affect the energy dependence. Model them as free-electron bands whose bottoms lie 4.5 eV below $\mu$ for one spin and 2.5 eV for the other, illustrative values with a spin splitting of 2 eV. At each interface, the wavefunction and its derivative divided by the mass are continuous. Spin is conserved, so each spin is a separate channel $s$, and

$$\frac{d}{dE}\ln\sum_s\tau_s=\frac{\sum_s\tau_sa_s}{\sum_s\tau_s},\qquad a_s=\frac{d\ln\tau_s}{dE}.$$

The total slope is a transmission-weighted mean. Reversing one magnetization changes which bands each channel connects, and so changes both the weights and the slopes.

Numerical matching, summed over the transverse momenta that both electrodes can carry, gives $-15.7\ \mu$V/K for parallel and $-15.9\ \mu$V/K for antiparallel magnetizations. These magnitudes exceed the original Mott value by 7 and 8 %. The electrodes thus more than offset the reduction found from the exponential alone. The magnetic states differ by $0.14\ \mu$V/K, about 1 % of $S$.

**Comparison with real junctions.** Barriers near 1 nm are typical of magnesium oxide memory junctions. The barrier height is uncertain: effective values inferred from tunnelling curves can be well below 3 eV. At fixed $d$ and $m_b$, $a\propto\phi^{-1/2}$, so $\phi=1$ eV would raise the leading estimate by $\sqrt3$, to about $25\ \mu$V/K. With transverse momentum and the electrodes above included, wave matching gives about $22.5\ \mu$V/K for this lower barrier. The 10 K drop is far larger than is usual across so thin a layer; by linearity, 10 mK would give about $0.15\ \mu$V. The parabolic form of $\kappa$ holds only near the conduction-band edge, whereas 3 eV lies deep in the gap of magnesium oxide, about 7.8 eV, where $\kappa$ flattens toward midgap. With the two-band form $\kappa^2=(2m_b/\hbar^2)(\phi-\varepsilon)\,[1-(\phi-\varepsilon)/E_g]$, $E_g=7.8$ eV and the same $m_b$ and $d$, the normal-incidence exponential gives a slope of 0.59 per eV and $S\approx-4.3\ \mu$V/K for $\phi=3$ eV, zero at midgap, and about $+2.8\ \mu$V/K for $\phi=4.5$ eV. Neither the size nor the sign of $S$ found above carries over to a real barrier without knowing where $\mu$ lies in the gap. The free-electron model also omits the symmetry filtering of crystalline barriers, image forces, defect states, and magnon and phonon processes. Their effect is not sized here. The small difference between the magnetic states also depends on the chosen band depths: in the same model, moving the bottom of the shallower band from 2.5 eV to 0.7 eV below $\mu$ raises it to about $5\ \mu$V/K, and moving it to 0.5 eV raises it to about $10\ \mu$V/K. It is therefore not a prediction for a device. The numerical output below lists the values for the 3 eV barrier with band bottoms at 4.5 and 2.5 eV.

## Computed values

```
Temperature: 300 K
Logarithmic slope: 2.0 1/eV
kB/e: 86.173 microvolt/K
Thermal energy kB T: 0.025852 eV
Slope times kB T: 0.05170 (no unit)
Second thermal moment, quadrature: 3.289868 (no unit)
Fourth thermal moment, quadrature: 45.45758 (no unit)
Mott Seebeck coefficient: -14.658 microvolt/K
Slope for 15 microvolt/K: 2.0467 1/eV
Magnitude if slope were of log10: 33.75 microvolt/K
Exponential tau, full integral: -14.684 microvolt/K
Exponential tau, excess over Mott: 0.176 %
Estimate y^2/15 of that excess: 0.176 %
tanh tau, width 0.025 eV, S/S_Mott: 0.365 (no unit)
tanh tau, width 0.4 eV, S/S_Mott: 0.982 (no unit)
Barrier height: 3.0 eV
Barrier mass: 0.4 m_e
Barrier thickness for the slope: 1.069 nm
Decay constant kappa: 5.612 1/nm
kappa times thickness: 6.000 (no unit)
Exponential factor at Fermi energy: 6.144e-06 (no unit)
Barrier, full integral: -14.703 microvolt/K
Barrier, excess over Mott: 0.308 %
Barrier, next-order estimate: 0.306 %
Temperature drop: 10 K
Open-circuit V_hot - V_cold: 147.03 microvolt
Seebeck from finite drop: -14.703 microvolt/K
Mott Seebeck at 400 K: -19.544 microvolt/K
Barrier, full integral at 400 K: -19.652 microvolt/K
Slope with transverse momentum: 1.8462 1/eV
Mott Seebeck with that slope: -13.530 microvolt/K
Band depths, up and down: 4.5, 2.5 eV
Matched barrier, parallel slope: 2.1415 1/eV
Matched barrier, antiparallel slope: 2.1612 1/eV
Matched barrier, parallel S: -15.736 microvolt/K
Matched barrier, antiparallel S: -15.880 microvolt/K
Parallel minus antiparallel S: 0.144 microvolt/K
Parallel, change from Mott value: 7.4 %
Antiparallel, change from Mott value: 8.3 %
```
